# Longitudinal piezoelectricity from strain quadratic in polarization

A ferroelectric whose strain along the polar axis is proportional to the square of its polarization responds to a small field along that axis with the piezoelectric coefficient

$$
d_{33}=2\,Q_{33}\,P_s\,\varepsilon_0\,\chi .
$$

Here $P_s$ is the spontaneous polarization, $Q_{33}$ the longitudinal electrostriction coefficient, $\varepsilon_0$ the vacuum permittivity and $\chi$ the dielectric susceptibility along the polar axis, measured about the polarized state. The relation holds for a single domain in which strain depends on the field through the polarization alone.

Let axis 3 be the polar axis, and let $P$ and $E$ be the components of polarization and macroscopic field along it. The field is the one inside the ferroelectric; it equals voltage divided by thickness if no other layer takes part of the voltage. The longitudinal strain $S_3$ is small, is positive for expansion, and is measured from the nonpolar reference state. At zero stress the assumed law is

$$
S_3=Q_{33}P^2 ,
$$

with $Q_{33}$ independent of $P$ and $E$. This law is even in $P$, as it must be when the reference state makes $P$ and $-P$ equivalent (a centrosymmetric reference, for example), so under it a crystal with $P=0$ has no linear response. Nonpolar crystals without an inversion centre, such as zinc blende along [111], can have a strain linear in $P$ and lie outside the law. A polarized crystal has one, because the field moves $P$ along a parabola away from its vertex. The piezoelectric coefficient at constant stress is the slope of strain against field at zero field, and the chain rule gives

$$
d_{33}=\left.\frac{dS_3}{dE}\right|_{E=0}
=\left.\frac{dS_3}{dP}\right|_{P_s}\left.\frac{dP}{dE}\right|_{E=0}
=2Q_{33}P_s\left.\frac{dP}{dE}\right|_{E=0}.
$$

The factor 2 comes from differentiating the square. The last factor defines the susceptibility that belongs in the result:

$$
\chi=\frac{1}{\varepsilon_0}\left.\frac{dP}{dE}\right|_{E=0}.
$$

Inserting it gives the stated formula. This $\chi$ is a differential quantity. The ratio $P/(\varepsilon_0E)$ cannot replace it, since that ratio diverges as $E\to0$ while $P$ stays near $P_s$. Nor is $\chi$ the relative permittivity: from $D=\varepsilon_0E+P$ one finds $dD/dE=\varepsilon_0(1+\chi)$, so $\varepsilon_r=1+\chi$.

The sign of $d_{33}$ is that of the product $Q_{33}P_s$. For $Q_{33}>0$, a field parallel to $P_s$ enlarges the polarization and lengthens the crystal; for $Q_{33}<0$ it shortens it. Reversing $P_s$ leaves $\chi$ unchanged by symmetry but reverses $d_{33}$ relative to the fixed axis. Regions of opposite polarization therefore contribute with opposite signs, which is why a single domain was assumed. The assumption also excludes walls between domains with different polar axes, whose motion would change the strain by exchanging one spontaneous strain for another.

An energy function shows where the strain law and the susceptibility come from, and which mechanical conditions they carry. Take the mean-field energy density

$$
F=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4
+\frac12\sum_{i,j=1}^{3}C_{ij}\,e_i e_j-EP-\sigma S_3,
\qquad e_i=S_i-Q_{i3}P^2 ,
$$

with $\alpha<0$ and $\beta>0$. The $S_i$ are the three normal strains, $C_{ij}$ is the stiffness matrix at fixed polarization, and $\sigma$ is an applied stress along axis 3, positive in tension. The elastic energy is counted from the strains $Q_{i3}P^2$ that the polarization would produce in a free crystal. Setting $\partial F/\partial S_i=0$ gives

$$
\sum_j C_{ij}e_j=\sigma\,\delta_{i3}.
$$

Multiplication by the compliance matrix $s=C^{-1}$ yields $e_i=s_{i3}\sigma$, and hence

$$
S_3=Q_{33}P^2+s_{33}\sigma .
$$

At $\sigma=0$ this is the assumed law. For the polarization, note that $\partial e_i/\partial P=-2Q_{i3}P$. The condition $\partial F/\partial P=0$ then reads

$$
\alpha P+\beta P^3-2P\sum_{i,j}Q_{i3}C_{ij}e_j-E=0 .
$$

The inner sum over $j$ is the stress just found, so the double sum equals $Q_{33}\sigma$ and

$$
E=\alpha P+\beta P^3-2Q_{33}P\sigma .
$$

With neither field nor stress, the nonzero solutions obey $P_s^2=-\alpha/\beta$. Differentiating the equation of state at $\sigma=0$ gives $dE/dP=\alpha+3\beta P^2$. At $P_s$, where $\alpha=-\beta P_s^2$, this becomes

$$
\frac{1}{\varepsilon_0\chi}=\alpha+3\beta P_s^2=2\beta P_s^2=2|\alpha| .
$$

The state is stable against changes of $P$ and the three normal strains, the only variables of this energy; rotation of the polarization away from axis 3 is not included. At zero stress all $e_i$ vanish, so the second variation of $F$ is one half of $2|\alpha|(\delta P)^2$ plus one half of the elastic form evaluated with $\delta e_i=\delta S_i-2Q_{i3}P_s\,\delta P$. Both parts are non-negative for a positive definite stiffness, and they vanish together only if every variation is zero.

The same coefficient describes the charge produced by stress, with the charge and $P$ both referred to the undeformed electrode area. Hold $E$ at zero and differentiate the equation of state with respect to $\sigma$:

$$
0=\left(\alpha+3\beta P^2-2Q_{33}\sigma\right)\frac{\partial P}{\partial\sigma}-2Q_{33}P .
$$

At $\sigma=0$ and $P=P_s$ the bracket is $1/(\varepsilon_0\chi)$, so

$$
\left(\frac{\partial P}{\partial\sigma}\right)_E=2Q_{33}P_s\varepsilon_0\chi=d_{33}.
$$

The units agree, because $1\ \mathrm{C/N}=1\ \mathrm{m/V}$.

For numbers, take round model parameters that are not fitted to a material: $\alpha=-2\times10^{9}\ \mathrm{V\,m/C}$, $\beta=5\times10^{10}\ \mathrm{V\,m^5/C^3}$ and $Q_{33}=0.03\ \mathrm{m^4/C^2}$. Then

$$
P_s=\sqrt{\frac{2\times10^{9}}{5\times10^{10}}}\ \mathrm{C/m^2}=0.20\ \mathrm{C/m^2},
\qquad
\varepsilon_0\chi=\frac{1}{4\times10^{9}}\ \mathrm{F/m}=2.5\times10^{-10}\ \mathrm{F/m}.
$$

Division by $\varepsilon_0=8.854\times10^{-12}\ \mathrm{F/m}$ gives $\chi=28.2$ and $\varepsilon_r=29.2$. Using $\varepsilon_r$ in place of $\chi$ would overestimate $d_{33}$ by $1/28.2$, or about 3.5% of its correct value. This assumes that all of the induced polarization enters the strain law. A measured permittivity may also contain a background part that couples to strain differently; if a background susceptibility of 4 produced no strain, taking $\chi=\varepsilon_r-1$ would overestimate $d_{33}$ by $4/28.2$, or 14%. The spontaneous strain is $0.03\times0.20^2=0.12\%$, and the piezoelectric coefficient is

$$
d_{33}=2(0.03)(0.20)(2.5\times10^{-10})\ \mathrm{m/V}
=3.0\times10^{-12}\ \mathrm{m/V}=3.0\ \mathrm{pm/V}.
$$

A layer 10 nm thick, taken for now as free to strain in its plane, carries a field of 10 MV/m under 0.10 V. Its linear thickness change is $d_{33}$ times the voltage, $3.0\ \mathrm{pm/V}\times0.10\ \mathrm V=0.30\ \mathrm{pm}$. The thickness cancels from this product, since a thicker layer has a smaller field but more length to strain.

How small the signal must be follows from the next term in the field. Write $\kappa=\varepsilon_0\chi$ and $P=P_s+\delta$. At zero stress the equation of state becomes

$$
E=(\alpha+\beta P_s^2)P_s+(\alpha+3\beta P_s^2)\delta+3\beta P_s\delta^2+\beta\delta^3 .
$$

The first bracket vanishes and the second is $1/\kappa$. Multiply by $\kappa$ and use $\kappa\beta=1/(2P_s^2)$, which follows from $1/\kappa=2\beta P_s^2$. To second order in the field,

$$
\delta=\kappa E-\frac{3}{2P_s}\delta^2
=\kappa E-\frac{3}{2P_s}\kappa^2E^2 .
$$

The change of strain is $\Delta S_3=Q_{33}(2P_s\delta+\delta^2)$. Its second-order part collects $-3Q_{33}\kappa^2E^2$ from the first term and $+Q_{33}\kappa^2E^2$ from the second:

$$
\Delta S_3=2Q_{33}P_s\kappa E-2Q_{33}\kappa^2E^2+\cdots
=d_{33}E\left(1-\frac{\kappa E}{P_s}+\cdots\right).
$$

Two effects compete. The parabola steepens as $P$ grows, but the polarization becomes harder to increase, and in this quartic model the second effect wins. The small-signal condition is $|\kappa E|\ll |P_s|$: the induced polarization must be small beside the spontaneous one. For $P_s>0$ and a small field opposed to it, the correction changes sign and the magnitude of the response exceeds the linear value.

At 10 MV/m the ratio $\kappa E/P_s$ is $0.0025/0.20=1.25\%$. Solving the equilibrium conditions numerically by Newton's method gives a strain change 1.2% below the linear value, and a thickness change of 0.296 pm in place of 0.300 pm. At 100 MV/m the first correction is $-12.5\%$, whereas the numerical solution lies 9.7% below the linear value. There the higher terms are no longer negligible. The opposed direction is worse: at $-100$ MV/m the magnitude exceeds the linear value by 19%. The polarized state itself ends where $dE/dP=\alpha+3\beta P^2=0$, at $P=P_s/\sqrt3$ and $\kappa E/P_s=-1/(3\sqrt3)=-0.19$, which is $-154$ MV/m here. The ratio $|\kappa E/P_s|$ must therefore be small beside 0.19, not merely beside 1.

The dependence on $P_s$ needs care, because $\chi$ is not independent of $P_s$. Within the quartic model, substituting $\varepsilon_0\chi=1/(2\beta P_s^2)$ gives

$$
d_{33}=\frac{2Q_{33}P_s}{2\beta P_s^2}=\frac{Q_{33}}{\beta P_s}.
$$

If $\alpha$ approaches zero from below at fixed $\beta$ and $Q_{33}$, the spontaneous polarization falls and yet $d_{33}$ grows, since the susceptibility rises faster than the polarization drops. The range of linear response shrinks at the same time, because $\kappa E/P_s=E/(2\beta P_s^3)$. On the nonpolar side, $\alpha>0$, the stable state at zero field has $P=0$ and therefore $d_{33}=0$. A weak field then induces $P\approx E/\alpha$ and a strain $Q_{33}E^2/\alpha^2$, which is electrostriction without piezoelectricity.

A capacitor film is not free to strain in its plane. Suppose a rigid substrate holds $S_1=S_2=u$ while the top surface is free, so that the stress along axis 3 is zero. Let the two in-plane directions be equivalent, with a common in-plane stress $\sigma_p$. This is a simplification: in an orthorhombic polar phase the two directions generally differ. The elastic relations become

$$
u=Q_{13}P^2+(s_{11}+s_{12})\sigma_p,
\qquad
S_3=Q_{33}P^2+2s_{13}\sigma_p .
$$

Solving the first for $\sigma_p$ and inserting it in the second gives

$$
S_3=\frac{2s_{13}u}{s_{11}+s_{12}}+Q_{\rm eff}P^2,
\qquad
Q_{\rm eff}=Q_{33}-\frac{2s_{13}Q_{13}}{s_{11}+s_{12}} .
$$

The first term is constant and does not respond to the field. The chain rule therefore gives the same law with film quantities, $d_{33}^{\rm film}=2Q_{\rm eff}P_f\,\varepsilon_0\chi_f$, where $P_f$ is the zero-field polarization of the film and $\chi_f$ its susceptibility at fixed in-plane strain.

To find these two, return to $\partial F/\partial P=0$. The double sum is now $2Q_{13}\sigma_p$, so

$$
E=\alpha P+\beta P^3-4Q_{13}P\,\frac{u-Q_{13}P^2}{s_{11}+s_{12}}
=\alpha' P+\beta' P^3,
$$

$$
\alpha'=\alpha-\frac{4Q_{13}u}{s_{11}+s_{12}},
\qquad
\beta'=\beta+\frac{4Q_{13}^2}{s_{11}+s_{12}} .
$$

The form is that of the free crystal, so for $\alpha'<0$ the earlier algebra gives $1/(\varepsilon_0\chi_f)=2\beta'P_f^2$ and $d_{33}^{\rm film}=Q_{\rm eff}/(\beta'P_f)$. If the film is unstressed at zero field, $u=Q_{13}P_s^2$ and $P_f=P_s$, whence

$$
\frac{1}{\varepsilon_0\chi_f}=\frac{1}{\varepsilon_0\chi}+\frac{8Q_{13}^2P_s^2}{s_{11}+s_{12}} .
$$

Take $Q_{13}=-0.01\ \mathrm{m^4/C^2}$ and isotropic compliances $s_{11}=s_{33}=5\times10^{-12}\ \mathrm{Pa^{-1}}$ and $s_{12}=s_{13}=-1.5\times10^{-12}\ \mathrm{Pa^{-1}}$. Then

$$
Q_{\rm eff}=0.03-\frac{2(-1.5)(-0.01)}{3.5}=0.0214\ \mathrm{m^4/C^2}.
$$

The susceptibility hardly changes, with $\varepsilon_0\chi_f=2.494\times10^{-10}\ \mathrm{F/m}$, and $d_{33}^{\rm film}=2.14\ \mathrm{pm/V}$. The reduction of 29% from the free value comes almost wholly from $Q_{\rm eff}$; the 10 nm layer under 0.10 V then changes by 0.21 pm instead of 0.30 pm. A field along $P_s$ would contract the free crystal in its plane. The substrate prevents this by pulling the film outward, and the Poisson effect of that tension takes back part of the expansion along axis 3.

Stretching the film in its plane by a further 0.5% lowers the polarization to $0.197\ \mathrm{C/m^2}$, because with $Q_{13}<0$ the stretch raises $\alpha'$ toward zero. The susceptibility rises, to $\varepsilon_0\chi_f=2.57\times10^{-10}\ \mathrm{F/m}$, and the coefficient increases slightly to $2.17\ \mathrm{pm/V}$. This is the inverse dependence on $P_f$ found above.

The quadratic strain law is itself a premise that can fail. For a general strain $S_3(P)$ the chain rule gives $d_{33}=S_3'(P_s)\,\varepsilon_0\chi$, which involves the slope at $P_s$ and not the total strain accumulated from the nonpolar state. Let

$$
S_3=aP^2+bP^4,
\qquad
d_{33}=\left(2aP_s+4bP_s^3\right)\varepsilon_0\chi
=2\left(a+2bP_s^2\right)P_s\varepsilon_0\chi .
$$

An electrostriction coefficient inferred from the spontaneous strain would be $S_3/P_s^2=a+bP_s^2$, whereas the response contains $a+2bP_s^2$. With $a=0.05\ \mathrm{m^4/C^2}$, $b=-0.75\ \mathrm{m^8/C^4}$ and the same $P_s$ and $\chi$, the first is $0.05-0.03=0.02\ \mathrm{m^4/C^2}$ and the second is $0.05-0.06=-0.01\ \mathrm{m^4/C^2}$. The spontaneous strain is an expansion of 0.08%, from which one would predict $+2.0\ \mathrm{pm/V}$. The actual coefficient is $-1.0\ \mathrm{pm/V}$: the crystal is longer than its nonpolar reference, yet it shortens when its polarization is increased.

A similar difficulty can arise when the polar phase contains nonpolar atomic displacements as well as polar ones, as in ferroelectric hafnia. If one such displacement, of amplitude $\eta$, adds a strain $R\eta^2$ with constant $R$, then

$$
S_3=Q_{33}P^2+R\eta^2,
\qquad
d_{33}=2Q_{33}P_s\varepsilon_0\chi+2R\eta\,\frac{d\eta}{dE},
$$

with $\eta$ and its derivative taken at zero field. If $\eta$ stays proportional to $P$, the extra strain is itself proportional to $P^2$ and merely changes the value of $Q_{33}$. If the field leaves $\eta$ unchanged, the extra term contributes to the spontaneous strain but not to $d_{33}$. Both cases belong to the form $\eta^2=c+kP^2$ with constant $c$ and $k$. The response then keeps the simple product with $Q_{33}+Rk$ in place of $Q_{33}$, even if $\eta$ decreases as $P$ grows ($k<0$), while the constant $Rc$ enters only the spontaneous strain. The coefficient to use is then the one that describes how strain changes with polarization about the polar state, and the total spontaneous strain does not by itself supply it.

Numerical values quoted here were computed with a short program.
